# Boundary-Element Charge Profile of a Ribbon Above a Gate: a program that tests the result

```python
# RESULT UNDER TEST: a thin conducting ribbon (width w) at distance d = w from
# a grounded gate has about three times the parallel-plate capacitance, with
# charge density diverging as 1/sqrt(distance) at its edges.
# Method: constant-charge panels plus image charges. Independent reference:
# exact conformal map z = A*Z(u), Z = Jacobi zeta function of parameter m.
# Lengths are in nm. "density" means sigma/eps per volt of ribbon potential
# (1/nm), summed over both faces; its integral is C/eps (dimensionless).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipk, ellipe, ellipkinc, ellipeinc, ellipj, expit


def panel_potential(px, py, ax, ay, bx, by):
    """-(1/2pi) * integral of ln(r) over the straight panel from a to b."""
    length = np.hypot(bx - ax, by - ay)
    tx, ty = (bx - ax) / length, (by - ay) / length
    u1 = (ax - px) * tx + (ay - py) * ty
    u2 = u1 + length
    v = np.abs((ax - px) * ty - (ay - py) * tx)

    def primitive(u):
        return 0.5*u*np.log(u*u + v*v + 1e-300) - u + v*np.arctan2(u, v)
    return -(primitive(u2) - primitive(u1)) / (2 * np.pi)


def influence(px, py, panels):
    """Potential at points from unit-density panels and their images."""
    ax, ay, bx, by = panels
    px, py = np.asarray(px)[:, None], np.asarray(py)[:, None]
    return (panel_potential(px, py, ax, ay, bx, by)
            - panel_potential(px, py, ax, -ay, bx, -by))


def graded_ends(width, count):
    return -0.5 * width * np.cos(np.pi * np.arange(count + 1) / count)


def flat_panels(ends, height):
    y = np.full(len(ends) - 1, float(height))
    return ends[:-1], y, ends[1:], y


def solve_panels(panels):
    ax, ay, bx, by = panels
    matrix = influence((ax + bx) / 2, (ay + by) / 2, panels)
    density = np.linalg.solve(matrix, np.ones(len(ax)))
    cap = np.sum(density * np.hypot(bx - ax, by - ay))
    return matrix, density, cap


def ribbon_cap(width, height, count=400):
    return solve_panels(flat_panels(graded_ends(width, count), height))[2]


def zeta_maximum(m):
    K, E = ellipk(m), ellipe(m)
    phi = np.arcsin(np.sqrt((1 - E / K) / m))
    t = ellipkinc(phi, m)
    return t, ellipeinc(phi, m) - E / K * t


def exact_parameter(ratio):
    return brentq(lambda m: 4*ellipk(m)*zeta_maximum(m)[1]/np.pi - ratio,
                  1e-6, 1 - 1e-9, xtol=1e-15)


def exact_cap(ratio):
    m = exact_parameter(ratio)
    return 2 * ellipk(m) / ellipk(1 - m)


# ---------- inputs: silicon ribbon in silicon dioxide, rough typical values
w = d = 50.0
V, T, eps_r = 5.0, 300.0, 3.9
thickness, mass_t, mass_l, valleys = 3.0, 0.19, 0.92, 2
barrier_eV, mass_ox, breakdown = 3.1, 0.4, 10.0
eps = eps_r * const.epsilon_0
print(f"width = gate distance: {w:.0f} nm; voltage {V:.1f} V; T {T:.0f} K")
print(f"relative permittivity {eps_r}; body thickness {thickness} nm")
print(f"masses {mass_t}, {mass_l} m_e; valleys {valleys}")
print(f"oxide barrier {barrier_eV} eV; tunnelling mass {mass_ox} m_e")

# ---------- panel integral against quadrature, on a tilted panel
a, b, p = np.array([1., 2.]), np.array([4., 3.]), np.array([0.5, 4.])
L_test = np.linalg.norm(b - a)
numeric = -quad(lambda s: np.log(np.linalg.norm(a + s*(b-a) - p)),
                0, 1)[0] * L_test / (2 * np.pi)
assert abs(numeric - panel_potential(*p, *a, *b)) < 1e-9

# ---------- four-panel demonstration
small = flat_panels(graded_ends(w, 4), d)
A4, dens4, cap4 = solve_panels(small)
print("4 panels, ends (nm):", np.round(graded_ends(w, 4), 4) + 0.0)
print("4 panels, matrix row 1 (nm):", np.round(A4[0], 4))
print("4 panels, matrix row 2 (nm):", np.round(A4[1], 4))
print("4 panels, sigma/(eps V/d):", np.round(dens4 * d, 4))
print(f"4 panels, C/eps: {cap4:.4f}")

# ---------- full solution and exact reference
N = 400
ends = graded_ends(w, N)
panels = flat_panels(ends, d)
mid, size = (ends[:-1] + ends[1:]) / 2, np.diff(ends)
G, density, cap = solve_panels(panels)
m = exact_parameter(w / d)
K, E, Kp = ellipk(m), ellipe(m), ellipk(1 - m)
t_edge, z_max = zeta_maximum(m)
scale = 2 * K * d / np.pi
cap_exact = 2 * K / Kp
assert abs(cap / cap_exact - 1) < 1e-4
print(f"exact map: m {m:.6f}, K {K:.6f}, K' {Kp:.6f}, E {E:.6f}")
print(f"exact map: edge at u = {t_edge:.6f}, Z_max {z_max:.6f}")
print(f"C/eps: panels (N={N}) {cap:.6f}, exact {cap_exact:.6f}")
print(f"C/C_parallel {cap*d/w:.4f}; excess {100*(cap*d/w-1):.1f} %")
wire = 2*np.pi / (np.log(8*d/w) + w**2/(32*d**2))
assert abs(wire / cap_exact - 1) < 0.03
print(f"isolated-strip profile estimate of C/eps: {wire:.4f}")

# ---------- convergence for uniform and graded panels
errors = []
for count in (20, 80, 320):
    uniform = solve_panels(flat_panels(np.linspace(-w/2, w/2, count+1), d))[2]
    errors.append([abs(uniform/cap_exact - 1),
                   abs(ribbon_cap(w, d, count)/cap_exact - 1)])
    print(f"N={count}: relative error uniform {errors[-1][0]:.2e}, "
          f"graded {errors[-1][1]:.2e}")
order = np.log(np.array(errors[1]) / np.array(errors[2])) / np.log(4)
assert 0.85 < order[0] < 1.15 and order[1] > 1.6
print(f"observed order: uniform {order[0]:.2f}, graded {order[1]:.2f}")

# ---------- potential between collocation points
probe = np.linspace(-0.45*w, 0.45*w, 173)
residual = np.max(np.abs(influence(probe, np.full(173, d), panels)
                         @ density - 1))
assert residual < 1e-3
print(f"largest potential error for |x|<0.45w: {residual:.1e} of V")


# ---------- charge profile, both faces
def exact_points(x):
    def f(t):
        phi = ellipj(t, m)[3]
        return scale * (ellipeinc(phi, m) - E / K * t) - x
    return brentq(f, -0.1, t_edge), brentq(f, t_edge, K + 0.1)


def exact_face(t):
    return 1 / (Kp * scale * abs(ellipj(t, m)[2]**2 - E / K))


image_field = ((np.arctan((ends[None, 1:] - mid[:, None]) / (2*d))
                - np.arctan((ends[None, :-1] - mid[:, None]) / (2*d)))
               @ density) / (2 * np.pi)
lower = density / 2 + image_field
for fraction in (0, 0.25, 0.4, 0.45, 0.49):
    t_up, t_low = exact_points(fraction * w)
    ref_low, ref_up = exact_face(t_low), exact_face(t_up)
    total = np.interp(fraction * w, mid, density)
    low = np.interp(fraction * w, mid, lower)
    assert abs(total / (ref_low + ref_up) - 1) < 5e-3
    assert abs(low / ref_low - 1) < 5e-3
    print(f"x/w={fraction:.2f}: sigma/(eps V/d) {total*d:.4f}, "
          f"exact {(ref_low+ref_up)*d:.4f}, lower face {low*d:.4f}")
lower_cap = np.sum(lower * size)
assert abs(lower_cap / (2 * (K - t_edge) / Kp) - 1) < 1e-3
print(f"charge/parallel-plate charge: lower face {lower_cap*d/w:.4f}, "
      f"upper face {(cap-lower_cap)*d/w:.4f}")
cumulative = np.r_[0, np.cumsum(density * size)]
outer = 2 * np.interp(-0.45*w, ends, cumulative) / cap
t_up, t_low = exact_points(0.45 * w)
assert abs(outer / ((t_low - t_up) / K) - 1) < 5e-3
print(f"charge in the two outer 5% strips: {100*outer:.2f} % of total")
centre = np.interp(0, mid, density)
print(f"centre density / mean density: {centre*w/cap:.4f}")
s = w/2 - mid
near = (s > 0.005*w) & (s < 0.05*w)
edge_fit = np.polyfit(s[near]/w, density[near]*np.sqrt(s[near]), 2)[-1]
sn, cn, dn, _ = ellipj(t_edge, m)
edge_exact = np.sqrt(2 / (scale * 2*m*sn*cn*dn)) / Kp
assert abs(edge_fit / edge_exact - 1) < 0.01
print(f"edge coefficient S d/(eps V sqrt(w)): panels "
      f"{edge_fit*d/np.sqrt(w):.4f}, exact {edge_exact*d/np.sqrt(w):.4f}")

# ---------- other widths
for ratio in (0.2, 2.0, 5.0):
    value = ribbon_cap(ratio * d, d)
    assert abs(value / exact_cap(ratio) - 1) < 2e-4
    print(f"w/d={ratio}: C/C_parallel {value/ratio:.4f}")

# ---------- device numbers
to_density = eps * 1e-9 / const.e          # nm^-2 per V/nm
n_mean = to_density * V * cap / w
print(f"parallel-plate C {eps*w/d*1e9:.5f} fF/um; "
      f"ribbon C {eps*cap*1e9:.5f} fF/um")
print(f"electron density: mean {n_mean*1e14:.3e} cm^-2, "
      f"centre {to_density*V*centre*1e14:.3e} cm^-2")

# ---------- finite body thickness: rectangular conductor


def rectangle_cap(t):
    x, y = graded_ends(w, 120), graded_ends(t, 40) + d + t/2
    lowp, topp = flat_panels(x, d), flat_panels(x, d + t)
    wall = np.full(40, w/2)
    left, right = (-wall, y[:-1], -wall, y[1:]), (wall, y[:-1], wall, y[1:])
    return solve_panels([np.concatenate(c)
                         for c in zip(lowp, topp, left, right)])[2]


cap_thick = rectangle_cap(thickness)
assert cap < rectangle_cap(1.0) < cap_thick   # larger body, larger C
print(f"body thickness changes C by {100*(cap_thick/cap-1):+.2f} %")

# ---------- band filling at finite temperature, solved self-consistently
kT = const.k * T / const.e
hb2m = const.hbar**2 / (2*mass_t*const.m_e*const.e) * 1e18   # eV nm^2
dos = valleys / (2 * np.pi * hb2m)                           # 1/(eV nm^2)


def chemical(n):
    y = n / (dos * kT)
    return kT * (y + np.log(-np.expm1(-y)))


field = V * density
for _ in range(30):
    n = to_density * field
    slope = to_density / (dos * -np.expm1(-n / (dos * kT)))
    step = np.linalg.solve(G + np.diag(slope), V - G @ field - chemical(n))
    field = np.maximum(field + step, 0.1 * field)
assert np.max(np.abs(G @ field + chemical(to_density*field) - V)) < 1e-8
filling = np.sum(field * size) / (V * cap) - 1
split = hb2m*mass_t * (np.pi/thickness)**2 * (1/mass_t - 1/mass_l)
print(f"kT {kT*1e3:.2f} meV; mean n/(D kT) {n_mean/(dos*kT):.3f}; "
      f"valley splitting {split*1e3:.0f} meV")
print(f"band filling changes the charge by {100*filling:+.2f} %")

# ---------- lateral confinement: missing width at a hard wall
mu = chemical(n_mean)
k_grid = np.linspace(0, 4, 8001)
occupation = expit((mu - hb2m*k_grid**2) / kT)
missing = 0.5 * (np.trapezoid(occupation, k_grid)
                 if hasattr(np, "trapezoid")
                 else np.trapz(occupation, k_grid))
missing /= quad(lambda k: k*expit((mu-hb2m*k*k)/kT), 0, 4, limit=200)[0]
k_sub = np.pi * np.arange(1, 65) / w
f_sub = expit((mu - hb2m*(k_sub[:, None]**2 + k_grid[None, :]**2)) / kT)
dk = k_grid[1] - k_grid[0]
line = 2*valleys/np.pi * dk * np.sum(f_sub.sum(axis=1) - f_sub[:, 0]/2)
assert abs(line / (n_mean * (w - 2*missing)) - 1) < 1e-4
cap_narrow = ribbon_cap(w - 2*missing, d)
print(f"hard-wall missing width {missing:.3f} nm per edge; "
      f"C changes by {100*(cap_narrow/cap-1):+.2f} %")

# ---------- air above the ribbon: images in a layered dielectric
contrast = (eps_r - 1) / (eps_r + 1)
weights = np.r_[1, -(1 + contrast) * (-contrast)**np.arange(60)]
series = -np.sum(weights*np.log(np.hypot(0.6, 2*np.arange(61)))) \
    / (np.pi * (eps_r + 1))


def spectrum(k):
    k = max(k, 1e-12)
    return np.tanh(k) / (k * (eps_r + np.tanh(k)))


fourier = quad(spectrum, 0, np.inf, weight='cos', wvar=0.6)[0] / np.pi
assert abs(series - fourier) < 1e-5
layered = np.zeros((N, N))
for j, c in enumerate(weights):
    layered += c * panel_potential(mid[:, None], d + 2*j*d, *panels)
layered *= 2 / (eps_r + 1)
cap_air = np.sum(np.linalg.solve(layered, np.ones(N)) * size) / eps_r
assert cap_air < cap
print(f"air above: C changes by {100*(cap_air/cap-1):+.1f} %, "
      f"C/C_parallel {cap_air*d/w:.4f}")

# ---------- oxide field and tunnelling at the edge
phi_out = influence([w/2 + 0.95, w/2 + 1.05], [d, d], panels) @ density
edge_field = V * (phi_out[0] - phi_out[1]) / 0.1
assert abs(edge_field / (V * edge_exact / 2) - 1) < 0.05
print(f"field V/d {10*V/d:.2f} MV/cm; 1 nm outside edge "
      f"{10*edge_field:.2f} MV/cm; rough breakdown {breakdown:.0f} MV/cm")
path = np.linspace(0, d, 2001)
phi_path = influence(np.full(2001, w/2), d - path, panels) @ density
height = np.maximum(barrier_eV - V * (1 - phi_path), 0)
kappa = np.sqrt(2*mass_ox*const.m_e*const.e*height) / const.hbar * 1e-9
exponent = 2 * np.sum((kappa[1:] + kappa[:-1]) / 2 * np.diff(path))
exit_depth = path[np.argmax(height == 0)]
assert exponent > 0 and exit_depth > 0
print(f"tunnelling path {exit_depth:.1f} nm; WKB exponent {exponent:.1f}")
print("success")
```

Output:

```
width = gate distance: 50 nm; voltage 5.0 V; T 300 K
relative permittivity 3.9; body thickness 3.0 nm
masses 0.19, 0.92 m_e; valleys 2
oxide barrier 3.1 eV; tunnelling mass 0.4 m_e
4 panels, ends (nm): [-25.     -17.6777   0.      17.6777  25.    ]
4 panels, matrix row 1 (nm): [5.02   6.1575 3.5375 1.0914]
4 panels, matrix row 2 (nm): [2.4497 9.6427 5.0493 1.4501]
4 panels, sigma/(eps V/d): [4.8066 2.1274 2.1274 4.8066]
4 panels, C/eps: 2.9121
exact map: m 0.862120, K 2.428008, K' 1.629591, E 1.134410
exact map: edge at u = 1.029747, Z_max 0.323474
C/eps: panels (N=400) 2.979890, exact 2.979899
C/C_parallel 2.9799; excess 198.0 %
isolated-strip profile estimate of C/eps: 2.9768
N=20: relative error uniform 7.78e-03, graded 1.06e-03
N=80: relative error uniform 1.96e-03, graded 6.79e-05
N=320: relative error uniform 4.89e-04, graded 4.27e-06
observed order: uniform 1.00, graded 2.00
largest potential error for |x|<0.45w: 2.3e-06 of V
x/w=0.00: sigma/(eps V/d) 1.9506, exact 1.9506, lower face 1.2055
x/w=0.25: sigma/(eps V/d) 2.2207, exact 2.2207, lower face 1.3374
x/w=0.40: sigma/(eps V/d) 3.1364, exact 3.1362, lower face 1.7907
x/w=0.45: sigma/(eps V/d) 4.2769, exact 4.2766, lower face 2.3590
x/w=0.49: sigma/(eps V/d) 9.2927, exact 9.2907, lower face 4.8651
charge/parallel-plate charge: lower face 1.7161, upper face 1.2638
charge in the two outer 5% strips: 28.02 % of total
centre density / mean density: 0.6546
edge coefficient S d/(eps V sqrt(w)): panels 0.9228, exact 0.9224
w/d=0.2: C/C_parallel 8.5135
w/d=2.0: C/C_parallel 2.1158
w/d=5.0: C/C_parallel 1.5263
parallel-plate C 0.03453 fF/um; ribbon C 0.10290 fF/um
electron density: mean 6.422e+12 cm^-2, centre 4.204e+12 cm^-2
body thickness changes C by +4.36 %
kT 25.85 meV; mean n/(D kT) 1.565; valley splitting 174 meV
band filling changes the charge by -1.17 %
hard-wall missing width 1.852 nm per edge; C changes by -3.35 %
air above: C changes by -26.8 %, C/C_parallel 2.1800
field V/d 1.00 MV/cm; 1 nm outside edge 3.22 MV/cm; rough breakdown 10 MV/cm
tunnelling path 25.1 nm; WKB exponent 164.9
success
```
